\section*{Orbital magnetization of crystals: semiclassical derivation and numerical test, part 3}

The problem is the orbital magnetization $\mathbf M=-(\partial\omega/\partial\mathbf B)_{\mu,T}$ at $B\to0$ of independent electrons of charge $-e$ ($e>0$), in SI form and without the Zeeman term. Here $\omega$ is the grand potential per volume (area in two dimensions). A finite sample with states $\psi_i$ and occupations $f_i$ has the moment
\begin{equation}
\boldsymbol{\mathcal M}=-\frac{e}{2}\sum_i f_i\,\langle\psi_i|\,\mathbf r\times\mathbf v\,|\psi_i\rangle ,
\label{eq:def}
\end{equation}
with $\mathbf v$ the zero-field velocity. The field enters through
\begin{equation}
H=H_0+\frac e2\left(\mathbf A\cdot\mathbf v+\mathbf v\cdot\mathbf A\right)+O(A^2),
\label{eq:coupling}
\end{equation}

Bloch states are $e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $H_{\mathbf k}u_{n\mathbf k}=\varepsilon_{n\mathbf k}u_{n\mathbf k}$, $\partial_a=\partial/\partial k_a$ and $\langle\partial u|\times O|\partial u\rangle_a=\epsilon_{abc}\langle\partial_bu|O|\partial_cu\rangle$. A packet of small width $\sigma_k$ in $\mathbf k$, with $\boldsymbol\rho$ measured from its centre, has energy $h=\varepsilon_M$:
\begin{equation}
\varepsilon_M=\varepsilon-\mathbf m\cdot\mathbf B,\qquad
\mathbf m=-\frac e2\,\mathrm{Re}\langle\boldsymbol\rho\times\mathbf v\rangle=\frac{e}{2\hbar}\,\mathrm{Im}\,\langle\partial u|\times(H-\varepsilon)|\partial u\rangle .
\label{eq:m}
\end{equation}
The density of states in $\mathbf k$ space gains the factor $D=1+\tfrac e\hbar\mathbf B\cdot\boldsymbol\Omega$, with $\boldsymbol\Omega$ the Berry curvature. With $f$ the Fermi function, $g(\varepsilon)=kT\ln(1+e^{-(\varepsilon-\mu)/kT})$ and $n$ the electron density,
\begin{equation}
\left(\frac{\partial n}{\partial\mathbf B}\right)_{\mu,T}=\sum_n\int\frac{d^dk}{(2\pi)^d}\left[\frac e\hbar\,\boldsymbol\Omega_nf-\mathbf m_nf'\right].
\label{eq:dndB}
\end{equation}
\begin{equation}
\mathbf M(T)=\sum_n\int\frac{d^dk}{(2\pi)^d}\left[f(\varepsilon_n)\,\mathbf m_n+\frac e\hbar\,\boldsymbol\Omega_n\,g(\varepsilon_n)\right].
\label{eq:MT}
\end{equation}
The two terms of $\mathbf M(T)$ are the moment part and the curvature part. In the rim-current picture, packet centres at a smooth confining edge carry the latter. For $T\to0$ (in a metal, after $B\to0$),
\begin{equation}
\mathbf M=\frac{e}{2\hbar}\,\mathrm{Im}\sum_n\int_{\varepsilon_{n\mathbf k}<\mu}\frac{d^dk}{(2\pi)^d}\,\langle\partial u_{n\mathbf k}|\times\left(H_{\mathbf k}+\varepsilon_{n\mathbf k}-2\mu\right)|\partial u_{n\mathbf k}\rangle .
\label{eq:M0}
\end{equation}
For $z$ components,
\begin{equation}
P_{nm}=\frac{\mathrm{Im}\left[\langle u_n|\partial_xH|u_m\rangle\langle u_m|\partial_yH|u_n\rangle\right]}{(\varepsilon_n-\varepsilon_m)^2}.
\label{eq:P}
\end{equation}
\begin{equation}
\Omega_n=-2\sum_{m\neq n}P_{nm},\qquad m_n=\frac e\hbar\sum_{m\ne n}(\varepsilon_m-\varepsilon_n)P_{nm},
\label{eq:sos}
\end{equation}
and the integrand of \eqref{eq:M0} is $(e/\hbar)\sum_{m\neq n}(\varepsilon_m+\varepsilon_n-2\mu)P_{nm}$. Since $P_{mn}=-P_{nm}$, pairs of occupied states cancel.

In a two-dimensional gap at $T=0$, $\partial n/\partial B=eC/h$ (St\v{r}eda formula; $h$ here is Planck's constant), with Chern number $C=\frac1{2\pi}\sum_{\rm occ}\int\Omega_n\,d^2k$. "The program" is the accompanying computer check.

In a two-dimensional gap the occupied set does not change with $\mu$, so only the explicit $-2\mu$ does, and
\begin{equation}
\frac{\partial M}{\partial\mu}=\frac e\hbar\sum_{\rm occ}\int\frac{d^2k}{(2\pi)^2}\,\Omega_n=\frac{eC}{h}.
\label{eq:slope}
\end{equation}
This equals $\partial n/\partial B$ from Eq.~\eqref{eq:dndB}, as it must, since both are $-\partial^2\omega/\partial\mu\,\partial B$. For $C=0$ the magnetization is flat across the gap. For $C\neq0$ it is linear in $\mu$. In a finite sample the slope is carried by chiral edge states: a branch of velocity $v$ has $1/(2\pi\hbar v)$ states per length and energy, so filling it over $d\mu$ changes the rim current by $e\,d\mu/h$ in magnitude. For two bands with the lower one filled there is a single pair. Writing $\varepsilon_\pm=d_0\pm|d|$, we have $\varepsilon_++\varepsilon_--2\mu=2(d_0-\mu)$ and $P_{-+}=-\Omega_-/2$, so
\begin{equation}
m_-=m_+=-\frac e\hbar\,\Omega_-|d|,\qquad
M=\frac e\hbar\int\frac{d^2k}{(2\pi)^2}\,\Omega_-\,(\mu-d_0)=\frac{eC}{h}\,(\mu-\bar d_0),
\label{eq:two}
\end{equation}
where for $C\ne0$ the quantity $\bar d_0$ is the average of $d_0$ weighted with $\Omega_-/2\pi C$. The equality $m_-=m_+$ holds because both factors in \eqref{eq:sos} change sign under the exchange. The moment part $-\Omega_-|d|$ is cancelled point by point by the piece $+\Omega_-|d|$ contained in $\Omega_-(\mu-\varepsilon_-)$.

The example is a tight-binding model, and the derivation carries over under one convention. The position operator is taken diagonal, with the value $\mathbf r_i$ on orbital $i$, and the field enters by the Peierls factor, $H_{ij}\to H_{ij}\exp\left[-\tfrac{ie}\hbar\int_{\mathbf r_j}^{\mathbf r_i}\mathbf A\cdot d\mathbf l\right]$ along the straight bond. For $\mathbf A$ linear in $\mathbf r$ the integral is $\tfrac12(\mathbf A_i+\mathbf A_j)\cdot(\mathbf r_i-\mathbf r_j)$. The velocity is $\mathbf v_{ij}=(i/\hbar)H_{ij}(\mathbf r_j-\mathbf r_i)$, so the first-order term of the exponential equals $\tfrac e2(\mathbf A_i+\mathbf A_j)\cdot\mathbf v_{ij}$, which is Eq.~\eqref{eq:coupling}. The definition $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ then requires the Bloch phases to contain the actual orbital positions and not only the cell vectors.

From here on Hartree atomic units are used, $\hbar=e=m_e=1$. The unit of field is $235051.8$ T, the unit of $M$ in two dimensions is the unit of current, $6.62362$ mA, and the unit of moment is $2\mu_B$. The model is the spinless Haldane model with round parameters that refer to no material. The lattice vectors are $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)$ with $a=5$ bohr, so the cell area is $S=\tfrac{\sqrt3}2a^2=21.65064$ bohr$^2$. Orbitals A and B sit at $\tfrac13(\mathbf a_1+\mathbf a_2)$ and $\tfrac23(\mathbf a_1+\mathbf a_2)$ with on-site energies $\pm\Delta$. Nearest neighbours are coupled by $t_1$ along $\boldsymbol\delta_1=a(\tfrac12,\tfrac{\sqrt3}6)$, $\boldsymbol\delta_2=a(-\tfrac12,\tfrac{\sqrt3}6)$, $\boldsymbol\delta_3=a(0,-\tfrac{\sqrt3}3)$. The element between an orbital and its image displaced by $\mathbf b_1=\mathbf a_1$, $\mathbf b_2=\mathbf a_2-\mathbf a_1$ or $\mathbf b_3=-\mathbf a_2$ is $t_2e^{i\phi}$ on A and $t_2e^{-i\phi}$ on B. The values are $t_1=0.1$ Ha, $t_2=0.02$ Ha, $\Delta=0.03$ Ha and $\phi=\pi/3$. Then $H_{AA}=\Delta+2t_2\sum_j\cos(\mathbf k\cdot\mathbf b_j+\phi)$ and $H_{BB}=-\Delta+2t_2\sum_j\cos(\mathbf k\cdot\mathbf b_j-\phi)$, whose half sum and half difference are
\begin{equation}
d_0=2t_2\cos\phi\sum_j\cos\mathbf k\cdot\mathbf b_j,\qquad d_z=\Delta-2t_2\sin\phi\sum_j\sin\mathbf k\cdot\mathbf b_j,
\end{equation}
and $H_{AB}=t_1\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$.

At the zone corner $\mathbf K$ with $\mathbf K\cdot\mathbf a_1=2\pi/3$ and $\mathbf K\cdot\mathbf a_2=4\pi/3$ all three $\mathbf K\cdot\mathbf b_j$ equal $2\pi/3$ modulo $2\pi$. The phases $\mathbf K\cdot\boldsymbol\delta_j$ are $2\pi/3$, $0$ and $-2\pi/3$, so $H_{AB}=0$. The sums are $\sum\cos=-\tfrac32$ and $\sum\sin=\tfrac{3\sqrt3}2$, which give $d_0=-3t_2\cos\phi=-0.03$ Ha and $d_z=\Delta-3\sqrt3\,t_2\sin\phi=0.03-0.09=-0.06$ Ha. The energies are $-0.09$ and $0.03$ Ha, and the program confirms on its mesh that these are the top of the lower band and the bottom of the upper band. At the opposite corner $d_z=0.03+0.09=0.12$ Ha and the energies are $-0.15$ and $0.09$ Ha. At $\mathbf K$, called the gap valley, the lower state is orbital A and the upper is orbital B. With $\zeta=e^{2\pi i/3}$, $\zeta-1=\sqrt3\,e^{5\pi i/6}$ and $1+\zeta=-\zeta^*$,
\begin{align}
\partial_xH_{AB}&=it_1a\,\tfrac12(\zeta-1)=i\,\tfrac{\sqrt3}2t_1a\,e^{5\pi i/6},\\
\partial_yH_{AB}&=it_1a\,\tfrac{\sqrt3}6(\zeta+1-2\zeta^*)=-i\,\tfrac{\sqrt3}2t_1a\,e^{-2\pi i/3},\\
\partial_xH_{AB}\,(\partial_yH_{AB})^*&=\tfrac34t_1^2a^2\;i\cdot i\;e^{i(5\pi/6+2\pi/3)}=-\tfrac34t_1^2a^2e^{3\pi i/2}=+i\,\tfrac34t_1^2a^2 .
\end{align}
With $\tfrac34t_1^2a^2=0.75\times0.01\times25=0.1875$ and a gap of $0.12$ Ha, Eqs.~\eqref{eq:P} and \eqref{eq:sos} give $\Omega_-=-2\times0.1875/0.12^2=-26.04167$ bohr$^2$, $\Omega_+=+26.04167$ bohr$^2$ and $m_\pm=0.1875/0.12=1.5625$ au $=3.125\,\mu_B$. The zone integral of $\Omega_-$ gives $C=-1.00000000$. The numerical check computes all numbers quoted here.

The moment formula is tested in two ways that use neither Eq.~\eqref{eq:m} nor Eq.~\eqref{eq:sos} on the test side. In the first, Gaussian packets of the lower band are built site by site, centred at $\mathbf K+(0.2,0.1)/a$ where the band velocity is not zero, and $-\tfrac12\mathrm{Re}\langle\boldsymbol\rho\times\mathbf v\rangle$ is summed in real space with the hopping matrix. For spatial widths $\sigma=30$, $40$ and $55$ bohr the results are $1.456553$, $1.462956$ and $1.466890$ au, against the formula value $1.471359$ au. The deficits $0.014806$, $0.008403$ and $0.004469$, multiplied by $\sigma^2$, are $13.3$, $13.4$ and $13.5$, nearly constant, as a correction of order $\sigma_k^2$ requires. Extrapolation in $1/\sigma^2$ gives $1.471358$ au.

The second test, and the main ones, use exact spectra in a field. Write $\mathbf r=s_1\mathbf a_1+s_2\mathbf a_2$ and choose $\mathbf A\cdot d\mathbf r=BS\,s_1\,ds_2$; the area element is $S\,ds_1ds_2$, so the curl is $B$. The Peierls factor is $\exp[-i\beta\,\tfrac12(s_{1i}+s_{1j})(s_{2i}-s_{2j})]$ with $\beta=BS$. It is unchanged by $s_2\to s_2+1$. Under $s_1\to s_1+q$ it gains $e^{-i\beta q(s_{2i}-s_{2j})}$, which the boundary condition $\psi(s_1+q,s_2)=e^{i\theta}e^{-i\beta qs_2}\psi(s_1,s_2)$ absorbs. This is compatible with $\psi(s_1,s_2+1)=e^{i\kappa}\psi(s_1,s_2)$ when $\beta q=2\pi p$ with integer $p$. The problem reduces to a $2q\times2q$ matrix for an area $qS$. The program takes $p=\pm1$ and $q=80$, $160$, $320$, that is $B=2\pi/qS=3.627599\times10^{-3}$, $1.813799\times10^{-3}$ and $9.068997\times10^{-4}$ au, or $852.7$, $426.3$ and $213.2$ T. At the strongest field $B|\Omega|$ at the gap valley is $3.6276\times10^{-3}\times26.04=0.094$, small but not negligible, so an extrapolation to $B=0$ is needed. One pair of twists $(\theta,\kappa)$ is used; the program asserts at $q=80$ that a second pair changes $\omega$ by less than $10^{-11}$ Ha/bohr$^2$, in the gap at $T=0$ and in the metal at $kT=0.01$ Ha.

Near the bottom of the upper band $h$ is $\varepsilon_c-mB$ plus a quadratic form in $\mathbf k-\mathbf K$, whose lowest level lies $\tfrac12\omega_c\propto|B|$ above it. The part of the lowest conduction level that is odd in $B$ is therefore $-mB$ at leading order. Extrapolated as a polynomial in $|B|$ through the three fields it gives $m=1.562370$ au, which differs from $1.5625$ au by $8\times10^{-5}$ of the latter. This fixes the sign and size of the shift in Eq.~\eqref{eq:m}. The factor $D$ is tested by counting. The St\v{r}eda formula predicts a change of $CB/2\pi$ states per area below the gap, which over the area $qS$ is $C\beta q/2\pi=pC$. For $C=-1$ this is one state fewer at $+B$ and one more at $-B$, and the counts are 79 and 81 for $q=80$, 159 and 161 for $q=160$, 319 and 321 for $q=320$. In the metal, at $\mu=-0.11$ Ha and $kT=0.01$ Ha, both terms of Eq.~\eqref{eq:dndB} act. The curvature term is $-0.113528$, the moment term is $+0.159962$, and their sum $0.046434$ au agrees to all six printed decimals with the derivative of the exact electron count.

For the magnetization the exact side is $-[\omega(B)-\omega(-B)]/2B$, with $\omega=-(1/qS)\sum_ig(\varepsilon_i)$. This difference removes all even orders in $B$, and its corrections, of order $B^2$ and $B^4$, are removed by a polynomial in $B^2$ through the three fields. The formula side is evaluated from Eqs.~\eqref{eq:sos} on a $480\times480$ mesh. At $T=0$ Eq.~\eqref{eq:M0} is also evaluated literally on a $60\times60$ mesh, with $\partial u$ from finite differences of eigenvectors multiplied by an arbitrary smooth phase $e^{i\chi(\mathbf k)}$. The same finite-difference vectors reproduce $\Omega_n$ and $m_n$ point by point to $10^{-5}$ of their largest values, and their integrands for the two bands cancel when both are filled, which tests the cancellation of occupied pairs.

At $\mu=0.01$ Ha and $T=0$ the moment part is $0.0172776$ and the curvature part is $-0.0221766$, so
\begin{equation}
M=0.0172776-0.0221766=-0.0048990\ \text{au}.
\end{equation}
The exact spectra and the literal form of \eqref{eq:M0} both give $-0.0048990$. In other units $M=-0.0048990\times6.62362=-0.03245$ mA, and the moment per cell is $MS=-0.0048990\times21.65064\times2=-0.21213\,\mu_B$. At $\mu=-0.05$ Ha the moment part is unchanged, as the same states are filled, the curvature part is $-0.0126273$, and $M=0.0172776-0.0126273=0.0046503$ au, again matched by both other routes; this is $0.03080$ mA or $0.20136\,\mu_B$ per cell. The slope is $(-0.0048990-0.0046503)/0.06=-0.159155$ au. From the unrounded spectra it is $-0.1591549$, equal to $C/2\pi=-0.1591549$ as Eq.~\eqref{eq:slope} requires. The two-band form \eqref{eq:two} needs only $\bar d_0=-0.0207812$ Ha, and gives $-(0.01+0.0207812)\times0.1591549=-0.0048990$ au. The magnetization of this model vanishes at $\mu=\bar d_0$, about $-0.021$ Ha, and not at the middle of the gap, $-0.03$ Ha. The middle of the gap is $d_0$ at the gap valley, which is the minimum of $d_0(\mathbf k)$, while $\bar d_0$ averages $d_0$ over the whole region that carries curvature. The slope is asserted to $10^{-7}$ au and the two-band form to $10^{-4}$ of $|M|$. The asserted tolerance of the comparisons of $M$ with the spectra is $10^{-4}$ of the sum of the magnitudes of the two parts, and the program also asserts that each part exceeds two percent of that sum in every case compared, so that omitting either would fail.

At $kT=0.01$ Ha and $\mu=0.01$ Ha the parts are $0.0174069$ and $-0.0221569$, with sum $-0.0047500$ au, equal to the value from the spectra ($-0.03146$ mA, $-0.20568\,\mu_B$ per cell). Relative to $T=0$ the moment part has risen by $0.0001293$ and the curvature part by $0.0000197$. The signs are those of thermally excited electrons in the upper band at the gap valley, where $m_+$ and $\Omega_+$ are both positive. That band edge is $2kT$ above $\mu$, while the valence edge is $10kT$ below it, so holes are far fewer. In the metal, $\mu=-0.11$ Ha with the Fermi level in the lower band, the parts are $0.0136405$ and $-0.0038486$, and formula and spectra both give $0.0097918$ au ($0.06486$ mA, $0.42400\,\mu_B$ per cell). The curvature part is much smaller in magnitude than in the gap. Its weight $g(\varepsilon)$ falls for every state as $\mu$ is lowered, since $\partial g/\partial\mu=f>0$. At the gap valley, where $\Omega_-=-26.04$ bohr$^2$, the lower band now lies $2kT$ above $\mu$ and $g=0.01\ln(1+e^{-2})=0.0013$ Ha, against $0.10$ Ha at $\mu=0.01$ Ha.

The last test returns to the definition \eqref{eq:def} with no field at all. For open rhombic flakes of $L\times L$ cells the operator has elements $(\mathbf r\times\mathbf v)_{ij}=iH_{ij}(x_iy_j-y_ix_j)$, and the moment is summed over all eigenstates with Fermi weights at $kT=0.01$ Ha. For $\mu=0.01$ Ha the moment per area is $-0.0038651$, $-0.0040530$ and $-0.0041751$ au for $L=14$, $18$, $22$. The largest flake still falls short of the bulk value by 12 percent of that value, because the edge term decays only as $1/L$. If the total moment is $c_2L^2+c_1L+c_0$ (bulk, edge and corner terms, up to exponentially small corrections), the second difference at spacing 4 equals $32c_2$. The moments divided by $S$ are $-0.0038651\times196=-0.75756$, $-0.0040530\times324=-1.31317$ and $-0.0041751\times484=-2.02075$, and $(-0.75756+2\times1.31317-2.02075)/32=-0.00475$, to the three figures that the rounded inputs support. The unrounded calculation gives $-0.0047500$ au. For the metal the values $0.0087858$, $0.0090051$ and $0.0091460$ give $(1.72202-2\times2.91765+4.42666)/32=0.00979$, and unrounded $0.0097918$ au. Both agree with Eq.~\eqref{eq:MT} in every printed digit; the asserted tolerance is $2\times10^{-3}$ of the sum of the magnitudes of the parts. These flakes have abrupt edges, so the agreement shows, for this model and this termination, that the curvature part is not tied to the smooth confining potential used in the rim-current picture.

For the metal at $T=0$ the sharp form \eqref{eq:M0} gives a moment part $0.01405$, a curvature part $-0.00354$ and $M=0.01051$ au, or $0.455\,\mu_B$ per cell. No spectrum in a finite field is compared with this number here. At $T=0$ the exact grand potential contains an oscillating part, of order $B^2$ in two dimensions. It keeps the local slope $\partial\omega/\partial B$ oscillating as $B\to0$. The quotient $-[\omega(B)-\omega(-B)]/2B$ still tends to $M$, but with a non-smooth error of order $B$ that the polynomial extrapolation in $B^2$ does not remove. It is checked as the low-temperature limit of Eq.~\eqref{eq:MT}, which at $kT=0.001$ Ha gives $0.01050$ au. The difference of $0.00001$ au in the printed values is within the asserted tolerance of $3\times10^{-3}$ of the sum of the magnitudes of the parts, a tolerance that must cover both the error of a step function sampled on a finite mesh and the thermal correction of order $(kT)^2$, each several times $10^{-6}$ au here. For that reason the $T=0$ metallic values are quoted to fewer digits than the others, and the last digit of the moment part is uncertain by one unit.

\section*{Computed values}
\begin{verbatim}
a = 5.0 bohr, S = 21.65064 bohr^2, phi = 1.047198 rad
t1 = 0.1 Ha, t2 = 0.02 Ha, Delta = 0.03 Ha, kT = 0.01 Ha
valence top = -0.09000 Ha, conduction bottom = 0.03000 Ha
other valley: -0.15000 Ha, 0.09000 Ha
Chern number of lower band = -1.00000000
gap valley: Omega lower, upper = -26.04167, 26.04167 bohr^2
gap valley: m lower, upper = 1.562500, 1.562500 au = 3.12500 muB
m upper from lowest Landau level = 1.562370 au
packet centre = gap valley + (0.2, 0.1)/a, widths (bohr): 30.0 40.0 55.0
packet moments (au): 1.456553 1.462956 1.466890
packet extrapolated = 1.471358 au, formula = 1.471359 au
q = 80: B = 3.627599e-03 au = 852.7 T, states below gap at +B, -B: 79, 81
q = 160: B = 1.813799e-03 au = 426.3 T, states below gap at +B, -B: 159, 161
q = 320: B = 9.068997e-04 au = 213.2 T, states below gap at +B, -B: 319, 321
dn/dB at mu = -0.11 Ha, kT = 0.01 Ha (au): curvature -0.113528, moment 0.159962
  sum 0.046434, exact spectra 0.046434
M in au of current (e Ha/hbar)
mu = 0.01 Ha, kT = 0 Ha: moment part 0.0172776, curvature part -0.0221766
  M formula -0.0048990, -d omega/dB from spectra -0.0048990
  M with H + eps - 2 mu, finite-difference du: -0.0048990
  M = -0.03245 mA, M S = -0.21213 muB per cell
mu = -0.05 Ha, kT = 0 Ha: moment part 0.0172776, curvature part -0.0126273
  M formula 0.0046503, -d omega/dB from spectra 0.0046503
  M with H + eps - 2 mu, finite-difference du: 0.0046503
  M = 0.03080 mA, M S = 0.20136 muB per cell
mu = 0.01 Ha, kT = 0.01 Ha: moment part 0.0174069, curvature part -0.0221569
  M formula -0.0047500, -d omega/dB from spectra -0.0047500
  flake moment/area, L = 14, 18, 22: -0.0038651 -0.0040530 -0.0041751
  flake bulk term -0.0047500
  M = -0.03146 mA, M S = -0.20568 muB per cell
mu = -0.11 Ha, kT = 0.01 Ha: moment part 0.0136405, curvature part -0.0038486
  M formula 0.0097918, -d omega/dB from spectra 0.0097918
  flake moment/area, L = 14, 18, 22: 0.0087858 0.0090051 0.0091460
  flake bulk term 0.0097918
  M = 0.06486 mA, M S = 0.42400 muB per cell
dM/dmu in gap from spectra = -0.1591549 au, C/(2 pi) = -0.1591549 au
curvature-weighted d0 = -0.0207812 Ha, C(mu - d0)/2pi = -0.0048990 au
metal mu = -0.11 Ha, T = 0: moment 0.01405, curvature -0.00354, M 0.01051 au
  M at kT = 0.001 Ha: 0.01050 au; T = 0: M S = 0.455 muB per cell
1 au: field 235051.8 T, current 6.62362 mA, moment 2.000000 muB
\end{verbatim}
